\section*{The Mott–Gurney Law Derived With and Without Diffusion, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: drift in the field of the injected charge}

In a drift-only model of a 200 nm polymer film held at 5 V, raising the hole density at the injecting contact from $10^{16}$ to $10^{17}\,\mathrm{cm^{-3}}$ raises the current from 34\% to 94\% of a limiting value. Another factor of ten in contact density brings it to 99.9\%. The mobility, thickness and voltage are the same in all three cases. A contact that offers ten times as many carriers therefore need not deliver ten times the current, and something inside the film must set the limit.

That something is the charge of the carriers themselves. A film of thickness $L$ and permittivity $\varepsilon$ under a voltage $V$ can hold a charge per area of order $\varepsilon V/L$, as a capacitor does. A carrier of mobility $\mu$ crosses it in a time of order $L/(\mu V/L)=L^2/(\mu V)$. Their ratio is a current density of order $\varepsilon\mu V^2/L^3$, in which the contact does not appear. The numerical factor requires the field inside the film.

\subsection{Model and equations}

The film is planar, occupies $0<x<L$, and has uniform $\varepsilon$ and constant $\mu$. It contains mobile carriers of one sign, with no traps, no doping and no thermally generated carriers. The current is steady. Diffusion is left out in this first derivation. The carriers are taken as holes, with charge $q>0$, density $p$ and charge density $\rho=qp$. They enter at $x=0$ and leave at $x=L$. With electrostatic potential $\phi$ and field $E=-d\phi/dx$, the voltage is
\begin{equation}
V=\phi(0)-\phi(L)=\int_0^L E\,dx>0 .
\label{eq:voltage}
\end{equation}
For electrons the signs of charge, field and voltage all reverse, and the magnitude of the current is unchanged.

Conservation of charge reads $\partial\rho/\partial t+\partial J/\partial x=0$. In the steady state the first term vanishes, so the current density $J$ is the same at every $x$. The drift velocity is $\mu E$, and hence
\begin{equation}
J=\rho\mu E .
\label{eq:drift}
\end{equation}
The mobile holes are the whole of the space charge, so Poisson's equation is
\begin{equation}
\varepsilon\frac{dE}{dx}=\rho .
\label{eq:poisson}
\end{equation}
Since $J$ and $\rho$ are positive, $E$ is positive, and \eqref{eq:poisson} shows that it grows towards the collector. Where the field is small the holes are slow and must be dense to carry the same current.

Putting $\rho$ from \eqref{eq:poisson} into \eqref{eq:drift} gives
\begin{equation}
J=\varepsilon\mu E\frac{dE}{dx}
=\frac{\varepsilon\mu}{2}\frac{d(E^2)}{dx}.
\label{eq:square}
\end{equation}
The left side is constant. Integration from $0$ to $x$, with $E_0=E(0)$, gives
\begin{equation}
E^2=E_0^2+\frac{2Jx}{\varepsilon\mu}.
\label{eq:field}
\end{equation}

\subsection{Voltage and contact supply}

The positive root of \eqref{eq:field} goes into \eqref{eq:voltage}. Let $w=E_0^2+2Jx/(\varepsilon\mu)$, so that $dx=(\varepsilon\mu/2J)\,dw$. Then
\begin{align}
V&=\frac{\varepsilon\mu}{2J}\int_{E_0^2}^{E_0^2+2JL/(\varepsilon\mu)}w^{1/2}\,dw\nonumber\\
&=\frac{\varepsilon\mu}{3J}\left[\left(E_0^2+\frac{2JL}{\varepsilon\mu}\right)^{3/2}-E_0^3\right].
\label{eq:general}
\end{align}
One more condition is needed to fix $E_0$. A contact that holds the density at $p_0$ has, by \eqref{eq:drift},
\begin{equation}
E_0=\frac{J}{q\mu p_0}.
\label{eq:contact}
\end{equation}

The direction in which $p_0$ acts follows without solving these equations. The voltage is the integral of $\sqrt{E_0^2+2Jx/(\varepsilon\mu)}$, which increases with both $E_0$ and $J$. At fixed $J$, a larger $p_0$ lowers $E_0$ and so lowers $V$. To restore the prescribed voltage, $J$ must rise. In this drift-only model the current therefore increases with contact density, and its upper limit is reached as $p_0\to\infty$, where $E_0\to0$.

In that limit \eqref{eq:general} becomes
\begin{equation}
V=\frac{\varepsilon\mu}{3J}\left(\frac{2JL}{\varepsilon\mu}\right)^{3/2}
=\frac{2}{3}\left(\frac{2J}{\varepsilon\mu}\right)^{1/2}L^{3/2}.
\label{eq:vmg}
\end{equation}
Squaring gives $V^2=8JL^3/(9\varepsilon\mu)$, and therefore
\begin{equation}
J_{\rm MG}=\frac{9}{8}\,\frac{\varepsilon\mu V^2}{L^3}.
\label{eq:mg}
\end{equation}
This is the Mott--Gurney law. One power of $V$ comes from the amount of charge that the voltage can hold in the film, and the other from the speed of that charge.

\subsection{Profiles, stored charge and transit time}

With $E_0=0$, equation \eqref{eq:vmg} gives $(2J/\varepsilon\mu)^{1/2}=3V/(2L^{3/2})$. The field and charge density are then
\begin{equation}
E=\frac{3V}{2L}\left(\frac{x}{L}\right)^{1/2},\qquad
\rho=\varepsilon\frac{dE}{dx}=\frac{3\varepsilon V}{4L^2}\left(\frac{x}{L}\right)^{-1/2}.
\label{eq:profiles}
\end{equation}
The density diverges at the contact, but its integral is finite. The mobile charge per area is
\begin{equation}
Q=\int_0^L\rho\,dx=\varepsilon E(L)=\frac{3\varepsilon V}{2L}.
\label{eq:charge}
\end{equation}
A hole takes the time $dx/(\mu E)$ to cross $dx$, so its transit time is
\begin{equation}
t=\frac{2L^{3/2}}{3\mu V}\int_0^L x^{-1/2}dx
=\frac{2L^{3/2}}{3\mu V}\,2L^{1/2}
=\frac{4L^2}{3\mu V}.
\label{eq:transit}
\end{equation}
In a steady flow the stored charge is replaced once per transit time. Indeed $Q/t=(3/2)(3/4)\,\varepsilon\mu V^2/L^3$, which is \eqref{eq:mg} and shows where the factor $9/8$ comes from.

The mean hole density,
\begin{equation}
\bar p=\frac{Q}{qL}=\frac{3\varepsilon V}{2qL^2},
\label{eq:mean}
\end{equation}
is the natural measure of an ample contact. To see this, define $\eta=\varepsilon\mu E_0^2/(2JL)$ and factor $2JL/(\varepsilon\mu)$ out of the bracket in \eqref{eq:general}:
\begin{equation}
V=\frac23\left(\frac{2J}{\varepsilon\mu}\right)^{1/2}L^{3/2}
\left[(1+\eta)^{3/2}-\eta^{3/2}\right].
\end{equation}
Squaring, and using \eqref{eq:mg} for the current at the same voltage, gives
\begin{equation}
\frac{J}{J_{\rm MG}}=\left[(1+\eta)^{3/2}-\eta^{3/2}\right]^{-2}
\simeq 1-3\eta .
\end{equation}
The next term is $+2\eta^{3/2}$. To leading order $\eta$ may be evaluated with $J=J_{\rm MG}$. From \eqref{eq:contact},
\begin{equation}
\eta=\frac{\varepsilon J}{2\mu L q^2p_0^2}
\simeq\frac{9\varepsilon^2V^2}{16L^4q^2p_0^2}
=\frac14\left(\frac{\bar p}{p_0}\right)^2 ,
\end{equation}
and so
\begin{equation}
\frac{J}{J_{\rm MG}}\simeq1-\frac34\left(\frac{\bar p}{p_0}\right)^2,
\qquad p_0\gg\bar p .
\label{eq:supply}
\end{equation}
At the other extreme, $p_0\ll\bar p$, the injected charge hardly bends the field. Then $E\simeq V/L$ and $J\simeq qp_0\mu V/L$, which is proportional to the contact density.

\subsection{A polymer diode in numbers}

The film of the opening is a hole-only diode of poly(3-hexylthiophene), described by rough typical values: $L=200$ nm, $V=5$ V, relative permittivity 3 and $\mu=10^{-4}\,\mathrm{cm^2/Vs}$. Thus $\varepsilon=3\times8.854\times10^{-14}=2.656\times10^{-13}$ F/cm, and
\begin{equation}
J_{\rm MG}=\frac{9(2.656\times10^{-13})(10^{-4})(5)^2}{8(2\times10^{-5})^3}
=0.0934\ \mathrm{A/cm^2}.
\end{equation}
This is 93.4 mA/cm$^2$. The mean field is 0.25 MV/cm and the exit field is $3/2$ of it, 0.375 MV/cm. The film holds $0.0996\,\mu\mathrm{C/cm^2}$, or $\bar p=3.11\times10^{16}\,\mathrm{cm^{-3}}$ on average. The transit time is $4(2\times10^{-5})^2/(3\times10^{-4}\times5)$ s, which is $1.07\,\mu$s.

The opening figures now have their explanation. A contact at $10^{16}\,\mathrm{cm^{-3}}$ is poorer in holes than the space-charge-limited film would be on average, so it limits the current. At $10^{18}\,\mathrm{cm^{-3}}$, equation \eqref{eq:supply} gives a deficit of $0.75(0.0311)^2=7.3\times10^{-4}$. Direct integration of the drift and Poisson equations gives $J/J_{\rm MG}=0.99928$, a deficit of $7.2\times10^{-4}$.

The law was also tested by integrating \eqref{eq:drift} and \eqref{eq:poisson} without the squaring step and adjusting $J$ until the voltage was right. The contact density was $10^{20}\,\mathrm{cm^{-3}}$. Besides the values above, separate runs used 2 V, 400 nm, seven times the mobility and twice the permittivity. The largest deviation from \eqref{eq:mg} was $2.9\times10^{-7}$, in the run with doubled permittivity. It is the finite-supply deficit of \eqref{eq:supply} for that run, $0.75(6.22\times10^{16}/10^{20})^2$, not an error of the integration.

\subsection{Fixed charge and a field-dependent mobility}

Suppose the film is doped with a uniform density $N_A$ of negative acceptors. The net charge is then $\rho-qN_A$, and \eqref{eq:square} changes to
\begin{equation}
\frac{d(E^2)}{dx}=\frac{2J}{\varepsilon\mu}-\frac{2qN_A}{\varepsilon}E .
\end{equation}
For weak doping the last term may be evaluated with the undoped field $E=bx^{1/2}$, where $b=(2J/\varepsilon\mu)^{1/2}$. Integration and expansion of the square root to first order in $N_A$ give
\begin{align}
E^2&\simeq b^2x-\frac{4qN_Ab}{3\varepsilon}x^{3/2},&
E&\simeq bx^{1/2}-\frac{2qN_A}{3\varepsilon}x,\\
V&\simeq\frac23bL^{3/2}-\frac{qN_AL^2}{3\varepsilon}. &&
\end{align}
Since $J\propto b^2$, the current at fixed $V$ is
\begin{equation}
\frac{J}{J_{\rm MG}}\simeq\left(1+\frac{qN_AL^2}{3\varepsilon V}\right)^2
\simeq1+\frac{2qN_AL^2}{3\varepsilon V}=1+\frac{N_A}{\bar p}.
\label{eq:doping}
\end{equation}
The acceptors cancel part of the hole charge, so the film can hold more mobile holes. For $N_A=10^{15}\,\mathrm{cm^{-3}}$ the formula gives $1+1/31.1=1.032$, and numerical integration gives 1.032. Deep traps already filled with immobile holes at the same density act with the opposite sign and give 0.968. Traps that continue to exchange holes with the flow are a different problem, which this estimate does not cover.

A mobility that rises with field as $\mu\exp(\gamma\sqrt E)$, with the rough value $\gamma=5\times10^{-4}\,(\mathrm{cm/V})^{1/2}$, multiplies the example's current by 1.23 when all else is held fixed.

\subsection{Where the drift-only picture must fail}

The profiles \eqref{eq:profiles} give the diffusion current that was omitted. With $V_T=kT/q$, diffusion contributes $-\mu V_T\,d\rho/dx$. Since $\rho\propto x^{-1/2}$, we have $-d\rho/dx=\rho/(2x)$, and the ratio of diffusion to drift is
\begin{equation}
\frac{V_T}{2xE}=\frac{V_T}{3V}\left(\frac Lx\right)^{3/2}.
\end{equation}
At 300 K, $V/V_T=193.4$, and the ratio reaches one at $x=L(V_T/3V)^{2/3}=2.9$ nm. However large the voltage, there is a layer next to the contact in which the first derivation contradicts its own assumption. Whether \eqref{eq:mg} survives this has to be shown.

\section{Second derivation: diffusion kept from the start}

The film occupies $0<x<L$ and has permittivity $\varepsilon$ and constant mobility $\mu$. Holes of charge $q$ and density $p$ flow from $x=0$ to $x=L$ in the field $E$, and $V=\int_0^LE\,dx$. The first derivation omitted diffusion, set $E(0)=0$ for an ample contact, and found
\begin{equation}
J_{\rm MG}=\frac98\frac{\varepsilon\mu V^2}{L^3}
\label{eq:mgtwo}
\end{equation}
with mean hole density $\bar p=3\varepsilon V/(2qL^2)$. For the polymer example, $L=200$ nm, $V=5$ V and $J_{\rm MG}=93.4$ mA/cm$^2$. Here diffusion is included, and no value is imposed on the field at the contact.

\subsection{Reduction to a linear equation}

For nondegenerate holes the Einstein relation gives the diffusion coefficient $\mu V_T$, where $V_T=kT/q$. Diffusion runs down the density gradient, so
\begin{equation}
J=\mu\rho E-\mu V_T\frac{d\rho}{dx},\qquad \rho=qp=\varepsilon\frac{dE}{dx}.
\label{eq:dd}
\end{equation}
Define the dimensionless quantities
\begin{equation}
u=\frac xL,\quad e=\frac{EL}{V_T},\quad v=\frac V{V_T},\quad
j=\frac{JL^3}{\varepsilon\mu V_T^2},\quad n=\frac{qpL^2}{\varepsilon V_T}.
\end{equation}
Poisson's equation becomes $n=e'$, with a prime for $d/du$, and the current equation becomes
\begin{equation}
j=ee'-e''=\frac{d}{du}\left(\frac{e^2}{2}-e'\right).
\end{equation}
One integration, with the constant written as $jc$, gives
\begin{equation}
e'=\frac{e^2}{2}-j(u+c).
\label{eq:riccati}
\end{equation}
The substitution $e=-2\psi'/\psi$ removes the square, because
\begin{equation}
e'=-\frac{2\psi''}{\psi}+\frac{2\psi'^2}{\psi^2},\qquad
\frac{e^2}{2}=\frac{2\psi'^2}{\psi^2}.
\end{equation}
The squared terms cancel in \eqref{eq:riccati} and leave $\psi''=\tfrac12j(u+c)\psi$. With $K=(j/2)^{1/3}$ and $s=K(u+c)$ this is Airy's equation,
\begin{equation}
\frac{d^2\psi}{ds^2}=s\psi,\qquad
e=-2K\frac{\psi_s}{\psi},\qquad
n=2K^2\left[\left(\frac{\psi_s}{\psi}\right)^2-s\right].
\label{eq:airy}
\end{equation}
The subscript denotes $d/ds$. The last expression follows from \eqref{eq:riccati}, because $j(u+c)=2K^2s$. The voltage is
\begin{equation}
v=\int_0^1e\,du=2\ln\frac{\psi(s_0)}{\psi(s_1)},
\quad s_0=Kc,\quad s_1=K(1+c).
\label{eq:logv}
\end{equation}

Drift alone gives the Mott--Gurney law for an ample contact, and with diffusion included the problem has been reduced to Airy's equation, with the voltage expressed through its solution. It remains to apply the conditions at the two contacts, to show whether the law survives, and to find how large the diffusion correction is.

Numbers in the example were calculated in double precision.
